\section*{Why pyroelectric coefficient over root permittivity stays finite at a second-order transition}

\section{What dimensions and symmetry already fix}

A ferroelectric with polarization $P$ along its polar axis is cooled through a second-order transition at $T_c$. Let $t=T_c-T>0$ be the distance below the transition, $P_s(T)$ the spontaneous polarization, $p=dP_s/dT$ the pyroelectric coefficient at zero field, and $\chi=(\partial P/\partial E)_T$ the isothermal susceptibility in F/m. In Landau theory the leading behaviour near $T_c$ depends on two material constants: $a_0$, the rate at which the quadratic coefficient of the free energy changes with temperature, and $b$, the quartic coefficient.

Count dimensions in units of field $[E]$, polarization $[P]$ and temperature $[K]$. Since $a_0tP$ and $bP^3$ are both fields,
\[
[a_0]=[E][P]^{-1}[K]^{-1},\qquad [b]=[E][P]^{-3},\qquad [t]=[K].
\]
Seek $p/\sqrt\chi\propto a_0^{x}b^{y}t^{z}$. The left side has dimension $[P]^{1/2}[E]^{1/2}[K]^{-1}$, so
\[
x+y=\tfrac12,\qquad -x-3y=\tfrac12,\qquad -x+z=-1 .
\]
Adding the first two equations gives $y=-\tfrac12$. Then $x=1$ and $z=0$: the distance from the transition drops out. For $p/\chi$, of dimension $[E][K]^{-1}$, the conditions are $x+y=1$, $-x-3y=0$ and $-x+z=-1$, with solution $y=-\tfrac12$, $x=\tfrac32$, $z=\tfrac12$. Hence
\begin{equation}
\frac{p}{\chi}\propto a_0^{3/2}b^{-1/2}\,t^{1/2},\qquad
\frac{p}{\sqrt\chi}\propto a_0\,b^{-1/2}\,t^{0}.
\label{eq:dim}
\end{equation}

Symmetry points the same way. Reversing the domain reverses $p$ but not $\chi$. So $p/\chi$ is odd in $P_s$ and, if it is a smooth function of $P_s$, it must vanish with $P_s$. The combination $p^2/\chi$ is even, and symmetry does not forbid a nonzero limit. What remains is to find the mechanism, the prefactors, and the conditions.

\section{The model}

Take a single domain with free-energy density
\begin{equation}
F(P,T)=\tfrac12 a(T)P^2+\tfrac14 bP^4+\tfrac16 cP^6,
\label{eq:F}
\end{equation}
where $b>0$, $c\ge0$, $a(T_c)=0$ and $a'(T_c)=a_0>0$. All quantities are taken under the same mechanical condition, for instance constant stress. The field is $E=(\partial F/\partial P)_T$, which gives the equation of state
\begin{equation}
E=aP+bP^3+cP^5 .
\label{eq:eos}
\end{equation}
At $E=0$ below $T_c$, division by the nonzero root $P_s$ gives
\begin{equation}
a=-bP_s^2-cP_s^4 .
\label{eq:Ps}
\end{equation}
Close to $T_c$ we have $a\simeq-a_0t$, and the quartic term is small compared with the quadratic one, so $P_s\simeq\sqrt{a_0t/b}$. I choose the domain with $P_s>0$; then $p<0$.

The measured displacement is $D=\varepsilon_bE+P$, with a background permittivity $\varepsilon_b$ taken as constant. The full permittivity is therefore $\varepsilon=\varepsilon_b+\chi$, while at $E=0$ the background adds nothing to $p$.

\section{First contribution: the thermal drive}

Differentiate \eqref{eq:eos} with respect to $T$ at constant $E$. The left side gives zero. On the right, $T$ acts through $a(T)$ and through $P$:
\[
0=a'P_s+\left(a+3bP_s^2+5cP_s^4\right)p .
\]
The bracket is $(\partial E/\partial P)_T=\chi^{-1}$, so
\begin{equation}
p=-\chi\,a'P_s .
\label{eq:drive}
\end{equation}
A small temperature change $\delta T$ moves the polarization as a field $-a'P_s\,\delta T$ would. The pyroelectric effect is thus the dielectric response to a thermal drive, and dividing by $\chi$ isolates that drive:
\begin{equation}
\frac{p}{\chi}=-a'P_s\;\longrightarrow\;-a_0\sqrt{\frac{a_0t}{b}}\;\longrightarrow\;0 .
\label{eq:first}
\end{equation}
The drive is proportional to $P_s$ because temperature enters through the term $\tfrac12aP^2$. Heating changes the curvature of this parabola, and a change of curvature exerts no force at the centre $P=0$. As the well moves towards the centre, the force per kelvin fades.

\section{Second contribution: the softness of the well}

The stiffness follows by inserting \eqref{eq:Ps} into the bracket above:
\begin{align}
\chi^{-1}&=(-bP_s^2-cP_s^4)+3bP_s^2+5cP_s^4\nonumber\\
&=2bP_s^2+4cP_s^4 .
\label{eq:stiff}
\end{align}
To leading order $\chi^{-1}\simeq2bP_s^2\simeq2a_0t$. The stiffness is quadratic in $P_s$, whereas the drive is linear. This difference decides the contest: the drive falls as $t^{1/2}$, the susceptibility grows as $t^{-1}$, and their product $p$ grows as $t^{-1/2}$. The pyroelectric coefficient diverges, but more slowly than the permittivity.

\section{Weighing drive against softness}

Dividing \eqref{eq:drive} by $\sqrt\chi$ leaves one factor $\sqrt\chi$ to multiply the drive. With \eqref{eq:stiff},
\begin{align}
\frac{p}{\sqrt\chi}&=-a'P_s\sqrt\chi
=-\frac{a'P_s}{\sqrt{2bP_s^2+4cP_s^4}}\nonumber\\
&=-\frac{a'}{\sqrt{2b+4cP_s^2}}
\;\longrightarrow\;-\frac{a_0}{\sqrt{2b}} .
\label{eq:second}
\end{align}
The vanishing $P_s$ of the drive cancels against the $P_s$ in the square root of the stiffness. A full power of $\chi$ in the denominator removes the softness altogether and exposes the vanishing drive; half a power leaves just enough softness to compensate it.

The limit can be read as an energy. Change the temperature by $\delta T\ll t$ so quickly that $P$ cannot follow. The polarization is then displaced from its new equilibrium by $p\,\delta T$, in a well of stiffness $\chi^{-1}$. The excess free energy is
\[
\frac{(p\,\delta T)^2}{2\chi}\simeq\frac{a_0^2}{4b}\,\delta T^2 ,
\]
which does not depend on $t$ at leading order. Near $T_c$ the displacement is larger and the well is softer, in matching proportion.

\section{Weighing the corrections}

Two small terms separate the measured ratio from its limit. With constant $a'=a_0$,
\begin{equation}
\frac{p}{\sqrt\varepsilon}=-\frac{a_0}{\sqrt{2b}}\;
\underbrace{\left(1+\frac{2cP_s^2}{b}\right)^{-1/2}}_{\text{sextic term}}\;
\underbrace{\left(\frac{\chi}{\varepsilon}\right)^{1/2}}_{\text{background}} .
\label{eq:corr}
\end{equation}
Both factors tend to one: $P_s\to0$ in the first, $\chi\to\infty$ in the second. Expanding with $P_s^2\simeq a_0t/b$ and $\chi\simeq1/(2a_0t)$, the relative reductions are $ca_0t/b^2$ and $\varepsilon_ba_0t$. These are dimensionless groups that the power counting of \eqref{eq:dim} left out, and both vanish linearly in $t$.

For numbers, take a model material with $T_c=320$~K, $a_0=4\times10^7$~V\,m\,C$^{-1}$\,K$^{-1}$, $b=8\times10^{11}$~V\,m$^5$\,C$^{-3}$, $c=10^{14}$~V\,m$^9$\,C$^{-5}$ and $\varepsilon_b=10\varepsilon_0$. The predicted limit is
\[
-\frac{a_0}{\sqrt{2b}}=-\frac{4\times10^7}{\sqrt{1.6\times10^{12}}}
=-31.6~\mathrm{J^{1/2}\,m^{-3/2}\,K^{-1}} .
\]
The values below come from locating the well numerically and taking finite differences in $T$ and $E$. The units are K for $t$, $10^{-3}$~C\,m$^{-2}$\,K$^{-1}$ for $p$, $10^5$~V\,m$^{-1}$\,K$^{-1}$ for $p/\varepsilon$, and J$^{1/2}$\,m$^{-3/2}$\,K$^{-1}$ for $p/\sqrt\varepsilon$.

\begin{center}
\begin{tabular}{ccccc}
$t$ & $-p$ & $\varepsilon/\varepsilon_0$ & $-p/\varepsilon$ & $-p/\sqrt\varepsilon$\\
\hline
10 & 1.03 & 144 & 8.09 & 28.8\\
1 & 3.50 & 1413 & 2.80 & 31.3\\
0.1 & 11.2 & 14119 & 0.894 & 31.6\\
0.01 & 35.4 & 141180 & 0.283 & 31.6
\end{tabular}
\end{center}

From the first row to the last, $|p|$ grows by a factor of 34 and $\varepsilon$ by a factor of 980. Their ratio falls by a factor of 29, close to the $\sqrt{1000}\simeq32$ of the leading law, while $|p|/\sqrt\varepsilon$ rises by about 10\%.

Equation \eqref{eq:corr} accounts for that 10\%. At $t=10$~K, $P_s=0.0217$~C\,m$^{-2}$, so $2cP_s^2/b=0.118$ and the sextic factor is $1.118^{-1/2}=0.946$. The background supplies 10 of the 143.7 units of relative permittivity, so its factor is $(133.7/143.7)^{1/2}=0.965$. The product is 0.912, and $0.912\times31.6=28.8$, as in the table. The two corrections are of similar weight here, the sextic one being somewhat larger.

\section{The heat capacity behind the finite limit}

The constant in \eqref{eq:second} has a thermodynamic meaning. With $dF=-S\,dT+E\,dP$, equality of mixed derivatives gives $(\partial S/\partial P)_T=-(\partial E/\partial T)_P$. Setting $dE=0$ in $dE=(\partial E/\partial T)_P\,dT+\chi^{-1}dP$ gives $(\partial E/\partial T)_P=-p/\chi$. Therefore
\begin{equation}
\left(\frac{\partial S}{\partial P}\right)_T=\frac p\chi .
\label{eq:entropy}
\end{equation}
The ratio that vanishes is the entropy change per unit polarization. Now let $S(T,P)$ change with temperature at constant field:
\[
C_E=T\left(\frac{\partial S}{\partial T}\right)_P+T\left(\frac{\partial S}{\partial P}\right)_T p
=C_P+\frac{Tp^2}{\chi},
\]
where $C_E$ and $C_P$ are heat capacities per volume at constant field and constant polarization. Thus
\begin{equation}
\frac{p^2}{\chi}=\frac{C_E-C_P}{T} .
\label{eq:heat}
\end{equation}
Above $T_c$ at zero field, $p=0$ and $C_E=C_P$. In this model the polar part of $C_P$ is $-\tfrac12Ta''P_s^2$, which vanishes at $T_c$, so $C_P$ is continuous there. The limit of $p^2/\chi$ is then the heat-capacity jump divided by $T_c$:
\begin{equation}
\Delta C=T_c\,\frac{a_0^2}{2b} .
\label{eq:jump}
\end{equation}
For the model material this is $320\times1000=3.2\times10^5$~J\,m$^{-3}$\,K$^{-1}$, and the second temperature difference of the minimized free energy gives the same value. In Landau theory, $p/\sqrt\varepsilon$ stays finite for the same reason that the heat capacity has a finite step.

Equation \eqref{eq:heat} does not rely on the expansion \eqref{eq:F}. Thermal stability requires $C_P\ge0$, and $\varepsilon\ge\chi$ for a non-negative background, so
\begin{equation}
\frac{p^2}{\varepsilon}\le\frac{p^2}{\chi}\le\frac{C_E}{T} .
\label{eq:bound}
\end{equation}
If $C_E$ stays bounded while $\varepsilon$ diverges, then $p/\sqrt\varepsilon$ is bounded, and $p/\varepsilon=(p/\sqrt\varepsilon)/\sqrt\varepsilon$ must vanish. If fluctuations close to $T_c$ make $C_E$ diverge, the bound no longer guarantees a finite $p/\sqrt\varepsilon$.

\section{Where the balance changes}

\subsection{Tricritical point}

Let $b=0$ and $c>0$. Equation \eqref{eq:Ps} gives $P_s\simeq(a_0t/c)^{1/4}$, and \eqref{eq:stiff} gives $\chi^{-1}=4cP_s^4$. The drive is still linear in $P_s$, but the stiffness is now quartic:
\begin{equation}
\frac p\chi=-a'P_s\propto t^{1/4},\qquad
\frac p{\sqrt\chi}=-\frac{a'}{2\sqrt c\,P_s}\propto t^{-1/4} .
\label{eq:tri}
\end{equation}
The first ratio still vanishes; the second diverges. The numerical local exponents are $0.250$ and $-0.250$, against $0.500$ and $0.000$ for $b>0$. At a continuous transition described by \eqref{eq:F}, a finite limit of the second ratio therefore requires a positive quartic coefficient. When $b$ is positive but small, the plateau $a_0/\sqrt{2b}$ is high, and it is reached only when $2cP_s^2\ll b$, that is, for $t\ll b^2/(2ca_0)$. For the parameters above this scale is 80~K.

\subsection{First-order transition}

If $b<0$ and $c>0$, the polarization is still nonzero when the transition is reached from below. Equation \eqref{eq:drive} continues to hold in the polar well, so $p/\chi=-a'P_s$ stops at a nonzero value. The vanishing of the first ratio belongs to a continuous transition.

\subsection{Adiabatic permittivity}

A permittivity measured too fast for heat exchange is taken at constant entropy. Since $(\partial S/\partial E)_T=(\partial P/\partial T)_E=p$, the conditions are
\[
dP=\chi\,dE+p\,dT,\qquad 0=\frac{C_E}{T}\,dT+p\,dE .
\]
Eliminating $dT=-Tp\,dE/C_E$ and using \eqref{eq:heat},
\begin{equation}
\chi_S=\chi-\frac{Tp^2}{C_E}=\chi\,\frac{C_P}{C_E} .
\label{eq:adiabatic}
\end{equation}
For $b>0$ and a finite, nonzero $C_P$, the ratio $C_P/C_E$ tends to a nonzero constant. The adiabatic susceptibility then diverges with the same power of $t$, so neither conclusion changes, but the constant does. With a lattice heat capacity of $2\times10^6$~J\,m$^{-3}$\,K$^{-1}$, the limiting ratio is $\chi_S/\chi=2.00/2.32=0.862$, and $|p|/\sqrt{\chi_S}$ tends to $31.62/\sqrt{0.862}=34.1$~J$^{1/2}$\,m$^{-3/2}$\,K$^{-1}$. Field steps at constant entropy confirm this value. The tricritical point is different: there $C_E$ itself diverges as $t^{-1/2}$, so $\chi_S$ grows only as $t^{-1/2}$, and $|p|/\chi_S$ diverges as $t^{-1/4}$ instead of vanishing. These powers set in only once the polar part of $C_E$ exceeds the lattice part. With the constants above and $b=0$ that happens near $t\approx1$~K: farther from $T_c$ the ratio $|p|/\chi_S$ still falls on approach, and it turns upward only below about 1~K.

\section{What the two ratios measure}

Impose a small temperature change $\delta T$ on a plate with open electrodes. The displacement cannot change, so $0=\varepsilon\,\delta E+p\,\delta T$ and
\begin{equation}
\delta E=-\frac p\varepsilon\,\delta T,\qquad
\tfrac12\varepsilon\,\delta E^2=\frac{p^2}{2\varepsilon}\,\delta T^2 .
\label{eq:open}
\end{equation}
The first ratio gives the open-circuit field, and hence the voltage across a plate of given thickness. The square of the second gives the electrostatic energy per volume. Near $T_c$ more charge is released per kelvin, but it sits on a capacitance that has grown faster, so the voltage falls while the energy levels off. The levelling of the energy assumes that the swing does not carry the plate through $T_c$; for heating with $\delta T>t$ the energy recovered by discharging the plate at the new temperature is smaller than $p^2\delta T^2/(2\varepsilon)$.

The second ratio also enters the signal-to-noise ratio of a detector limited by dielectric loss. A capacitor with loss tangent $\tan\delta$ has a conductance proportional to $\varepsilon\tan\delta$ at a given frequency, and its thermal current noise grows as the square root of that conductance. The signal current is proportional to $p$, so the signal-to-noise ratio for a given temperature swing scales as $p/\sqrt{\varepsilon\tan\delta}$. Within Landau theory with $b>0$, approaching $T_c$ brings no unlimited gain through $p/\sqrt\varepsilon$. The loss tangent need not stay constant. If the loss comes from relaxation of the polarization itself, $\gamma\,\dot P=E-\partial F/\partial P$, then at angular frequency $\omega$ with $\omega\gamma\chi\ll1$ and $\chi\gg\varepsilon_b$ one has $\tan\delta\simeq\omega\gamma\chi$, so $p/\sqrt{\varepsilon\tan\delta}\propto p/\chi$ follows the first ratio and vanishes as $t^{1/2}$. Another factor is the heat capacity, which sets the temperature swing for a given absorbed energy. In a real crystal, domain walls and partial depoling can change $p$ and $\varepsilon$ as well; the single-domain model leaves them out. A bias or internal field $E$ also rounds the transition: at $T_c$, with the sextic term and the background negligible, $P=(E/b)^{1/3}$, so $|p|/\chi=a_0(E/b)^{1/3}$ is nonzero and $|p|/\sqrt\chi=a_0/\sqrt{3b}$. For the model material a field of only $10^3$~V\,m$^{-1}$ changes the last row of the table to $|p|/\varepsilon=0.49$ and $|p|/\sqrt\varepsilon=27.4$ in the same units.

The numerical output lists the values used here to more digits.

\section*{Computed values}
\begin{verbatim}
Tc = 320 K
a0 = 4.000e+07 V m C^-1 K^-1
b = 8.000e+11 V m^5 C^-3
c = 1.000e+14 V m^9 C^-5
background relative permittivity = 10.0
lattice heat capacity = 2.000e+06 J m^-3 K^-1
--- Tc - T = 10 K
Ps = 2.1729e-02 C m^-2
p = -1.0291e-03 C m^-2 K^-1
chi = 1.1840e-09 F m^-1
eps/eps0 = 143.72
p/eps = -8.0867e+05 V m^-1 K^-1
p/sqrt(eps) = -28.848 J^0.5 m^-1.5 K^-1
--- Tc - T = 1 K
Ps = 7.0492e-03 C m^-2
p = -3.5030e-03 C m^-2 K^-1
chi = 1.2423e-08 F m^-1
eps/eps0 = 1413.1
p/eps = -2.7997e+05 V m^-1 K^-1
p/sqrt(eps) = -31.317 J^0.5 m^-1.5 K^-1
--- Tc - T = 0.1 K
Ps = 2.2354e-03 C m^-2
p = -1.1170e-02 C m^-2 K^-1
chi = 1.2492e-07 F m^-1
eps/eps0 = 14119
p/eps = -8.9351e+04 V m^-1 K^-1
p/sqrt(eps) = -31.592 J^0.5 m^-1.5 K^-1
--- Tc - T = 0.01 K
Ps = 7.0708e-04 C m^-2
p = -3.5352e-02 C m^-2 K^-1
chi = 1.2499e-06 F m^-1
eps/eps0 = 1.4118e+05
p/eps = -2.8281e+04 V m^-1 K^-1
p/sqrt(eps) = -31.620 J^0.5 m^-1.5 K^-1
--- limits and meaning
-a0/sqrt(2b) = -31.623 J^0.5 m^-1.5 K^-1
limit squared = 1000.0 J m^-3 K^-2
heat-capacity jump, numeric = 3.2000e+05 J m^-3 K^-1
powers of t for p, eps, p/eps, p/sqrt(eps) (b > 0): -0.500, -1.000, 0.500, -0.000
powers of t for p, eps, p/eps, p/sqrt(eps) (b = 0): -0.750, -1.000, 0.250, -0.250
t = 1 K: chi_S/chi = 0.8639, p/sqrt(chi_S) = -33.813 J^0.5 m^-1.5 K^-1
t = 0.0001 K: chi_S/chi = 0.8621, p/sqrt(chi_S) = -34.059 J^0.5 m^-1.5 K^-1
\end{verbatim}
